\section*{Ripple pyrometry: wafer emissivity and temperature from alternating lamp light}

\section{What an uncorrected pyrometer reads}

A silicon wafer in a lamp furnace passes 1323 K. A pyrometer looking at it at 950 nm collects the wafer's own thermal light and also lamp light reflected by the wafer. If all of it is taken for thermal light, the reading for the bare wafer modelled below is 228.5 K too high, even when the emissivity is known. If the lamp light is removed but the wafer carries 160 nm of oxide and the emissivity of bare silicon is assumed, the reading is 39 K too high.

Both corrections need the same quantity: the reflectivity of this particular wafer. Lamps fed from the mains supply a way to measure it. Their light ripples at twice the mains frequency, while the wafer is too massive to follow by more than a small fraction of a kelvin. The ripple in the light leaving the wafer is therefore almost entirely reflected lamp light, and its size relative to the ripple of the lamps is the reflectivity.

\section{Two readings by hand}

Let $S_w$ be the radiance leaving the wafer towards its probe, and $S_l$ the radiance arriving at the wafer along the mirror direction, measured by a second probe. Radiances are in W/(m$^2$ sr nm). In the synthetic example the mean signals are 5.8556 for the wafer and 14.0211 for the lamps, and the ripple amplitudes are 0.30143 and 0.88583. Setting drift and harmonics aside, one bright and one dim instant give
\begin{align}
\text{bright:}\quad & S_l=14.9069,\quad S_w=6.1570,\\
\text{dim:}\quad & S_l=13.1353,\quad S_w=5.5542 .
\end{align}
Each wafer reading is an emitted part $E$, the same at both instants, plus $\rho S_l$. Subtracting the two readings removes $E$:
\begin{equation}
\rho=\frac{2\times0.30143}{2\times0.88583}=0.3403 .
\end{equation}
An opaque wafer absorbs what it does not reflect, and its emissivity equals its absorptivity, as shown below. Hence $\varepsilon=1-0.3403=0.6597$. The emitted part follows from the means:
\begin{equation}
E=5.8556-0.34028\times14.0211=1.0845 .
\end{equation}
A black body at the same temperature would emit $1.0845/0.6597=1.644$. What remains is to turn this radiance into a temperature.

\section{The Planck law and its inverse}

In atomic units $\hbar=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant; $k$ is Boltzmann's constant, so $kT$ is an energy. Light in a large volume $V$ has two polarizations and one wave vector per $(2\pi)^3/V$. The number of modes per volume between $\omega$ and $\omega+d\omega$, with wave number $\omega/c$, is
\begin{equation}
\frac{2}{(2\pi)^3}\,4\pi\Big(\frac{\omega}{c}\Big)^2\frac{d\omega}{c}
=\frac{\omega^2}{\pi^2c^3}\,d\omega .
\end{equation}
Each mode holds the mean thermal energy $\omega/(e^{\omega/kT}-1)$. The energy moves at speed $c$, spread evenly over $4\pi$ steradians, so the radiance is $c/4\pi$ times the energy density:
\begin{equation}
B(\omega,T)=\frac{\omega^3}{4\pi^3c^2}\,\frac{1}{e^{\omega/kT}-1}.
\label{planck}
\end{equation}
Solving for the exponential and taking the logarithm gives
\begin{equation}
kT=\frac{\omega}{\ln\!\left(1+\dfrac{\omega^3}{4\pi^3c^2B}\right)} .
\label{inverse}
\end{equation}

The signals are quoted per nanometre. Since $\omega=2\pi c/\lambda$, we have $|d\omega/d\lambda|=2\pi c/\lambda^2$, and the prefactor per unit wavelength is
\begin{equation}
\frac{\omega^3}{4\pi^3c^2}\,\frac{2\pi c}{\lambda^2}
=\frac{8\pi^3c^3}{4\pi^3c^2\lambda^3}\,\frac{2\pi c}{\lambda^2}
=\frac{4\pi c^2}{\lambda^5},
\end{equation}
with a factor $\hbar$ restored in ordinary units. At 950 nm it equals $1.539\times10^5$ W/(m$^2$ sr nm). The photon energy is 1.3051 eV, which divided by $k$ is 15145 K. Therefore
\begin{equation}
T=\frac{15145\ \text{K}}{\ln(1+1.539\times10^5/1.644)}
=\frac{15145\ \text{K}}{11.447}=1323\ \text{K}.
\end{equation}
Two signals have given both emissivity and temperature.

\section{Why emissivity is one minus reflectivity}

Place a smooth, opaque wafer in a closed cavity at its own temperature. The radiation there is isotropic and has radiance $B$. In any chosen direction, the light leaving the wafer consists of its emission $E$ and the reflection $\rho B$ of light from the mirror direction; nothing comes through from behind. In equilibrium the sum must again be $B$, so
\begin{equation}
E=B-\rho B=(1-\rho)B,\qquad \varepsilon=1-\rho .
\end{equation}
In the furnace the lamps are much hotter than the wafer. The result survives if the wafer is in local equilibrium, because its emission then depends on its own temperature and not on the incident light. The signal equation is
\begin{equation}
S_w(t)=(1-\rho)B(\omega,T(t))+\rho S_l(t).
\label{signal}
\end{equation}

Oxide changes $\rho$ by interference. Let $r_{01}$ and $r_{12}$ be the amplitude reflection coefficients at air--oxide and oxide--silicon, and $\beta=2\pi n_1d_1/\lambda$ the phase for one crossing of an oxide of index $n_1$ and thickness $d_1$. Light entering the film has transmission product $t_{01}t_{10}=1-r_{01}^2$, and each further round trip multiplies it by $-r_{01}r_{12}e^{2i\beta}$. Summing the geometric series,
\begin{equation}
r=r_{01}+\frac{(1-r_{01}^2)r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}}
=\frac{r_{01}+r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}},
\qquad \rho=|r|^2 .
\end{equation}
The last form follows on a common denominator, where $r_{01}^2r_{12}e^{2i\beta}$ cancels. At normal incidence $r_{ij}=(n_i-n_j)/(n_i+n_j)$. With silicon index $3.8+0.01i$ and oxide index 1.45, the reflectivity is 0.340 for the bare wafer, 0.237 with 80 nm of oxide and 0.083 with 160 nm. The thickest film is close to a quarter wavelength in the oxide, $950/(4\times1.45)=164$ nm, where the reflections from its two faces oppose each other.

\section{The general method}

Real records contain a temperature ramp, lamp drift and harmonics. The hand calculation used a difference of two readings; its general form is a linear functional $F$, a weighted sum over the record. Applied to (\ref{signal}) with constant $\rho$, it gives
\begin{equation}
F[S_w]=F[\varepsilon B]+\rho F[S_l].
\end{equation}
If $F[\varepsilon B]=0$ and $F[S_l]\neq0$, then
\begin{equation}
\rho=\frac{F[S_w]}{F[S_l]} .
\label{ratio}
\end{equation}
Nothing has been assumed about the shape of the lamp signal. Its drift and harmonics enter both channels in the same proportion and cancel.

To remove emission that changes linearly in time, fit each signal by least squares to
\begin{equation}
c_0+c_1t+c_2\cos\Omega t+c_3\sin\Omega t,
\end{equation}
where $\Omega/2\pi$ is the ripple frequency and $t=0$ is the window centre. Define $a=c_2-ic_3$, so that the ripple is $\mathrm{Re}(ae^{i\Omega t})$. The fitted coefficients are linear in the data. A signal that is itself $1$ or $t$ is fitted perfectly by the first two terms, with $a=0$; this is the required property. Writing $a_w$ and $a_l$ for the two channels,
\begin{equation}
\rho=\mathrm{Re}\frac{a_w}{a_l}
=\frac{\mathrm{Re}(a_wa_l^*)}{|a_l|^2}.
\end{equation}
The real part keeps the wafer ripple in phase with the lamps. The algorithm is then:
\begin{enumerate}
\item Fit both signals over the same window and form $\rho$.
\item At every sample compute $B=(S_w-\rho S_l)/(1-\rho)$.
\item Invert each $B$ with (\ref{inverse}) to obtain $T(t)$.
\item For a linear ramp, average $T(t)$ over the symmetric window to obtain the central temperature.
\end{enumerate}

The example has a 100 K/s ramp, 120 Hz ripple and a 0.1 s window with 600 samples. The filaments have mean temperature 2400 K, a ripple amplitude of 24 K and a drift of 50 K/s. Their radiance is multiplied by 0.05, the fraction of the view they are taken to fill. The temperature errors at mid-window, without noise, are:

\begin{center}
\begin{tabular}{ccccc}
oxide & $\varepsilon$ & full method & $\varepsilon$ of bare Si & no subtraction\\
(nm) & & (K) & (K) & (K)\\
0 & 0.660 & $-0.002$ & 0.0 & 228.5\\
80 & 0.763 & $-0.002$ & 17.1 & 168.5\\
160 & 0.917 & $-0.002$ & 39.2 & 69.7
\end{tabular}
\end{center}

The fourth column subtracts the lamp light correctly but holds the emissivity at the bare value. The last uses the correct emissivity without subtraction; its error falls with oxide thickness here because less lamp light is reflected. The remaining error of the full method comes from the curvature of the emission in time, which the fit does not remove.

\subsection*{Why the linear term is needed}

Suppose the ripple were extracted by a plain Fourier sum over $n$ whole periods, of total duration $\tau=2\pi n/\Omega$. A slope $s$ in the emission then contributes a false sine coefficient. Integrating by parts,
\begin{align}
\frac{2}{\tau}\int_{-\tau/2}^{\tau/2}st\sin\Omega t\,dt
&=\frac{2s}{\tau}\left[-\frac{t\cos\Omega t}{\Omega}
+\frac{\sin\Omega t}{\Omega^2}\right]_{-\tau/2}^{\tau/2}\nonumber\\
&=-\frac{2s(-1)^n}{\Omega},
\end{align}
because $\Omega\tau/2=n\pi$. The false amplitude is $a=2i(-1)^ns/\Omega$. In the example, with $n=12$, it shifts $\rho$ by $-0.0024$ and the temperature by $+3.1$ K. The size and sign depend on the lamp phase, here 1 rad. Whole periods remove a constant, not a ramp.

\section{How a reflectivity error becomes a temperature error}

Let the reflectivity used in the inversion be $\hat\rho$ and the inferred black-body radiance $\hat B=(S_w-\hat\rho S_l)/(1-\hat\rho)$. The quotient rule gives
\begin{equation}
\frac{d\hat B}{d\hat\rho}
=\frac{-S_l(1-\hat\rho)+S_w-\hat\rho S_l}{(1-\hat\rho)^2}
=\frac{\hat B-S_l}{1-\hat\rho}.
\end{equation}
Dividing by $\hat B$ and evaluating at the true reflectivity,
\begin{equation}
\frac{d\ln\hat B}{d\hat\rho}=\frac{1-S_l/B}{\varepsilon}.
\label{amp}
\end{equation}
For the temperature, let $x=\omega/kT$. From (\ref{planck}), $d\ln B/dx=-1/(1-e^{-x})$, while $dx/dT=-x/T$. Hence
\begin{equation}
dT=\frac{T(1-e^{-x})}{x}\,d\ln B .
\end{equation}
At 1323 K, $x=11.447$, and a 1\% error in radiance costs 1.16 K. The lamp radiance is 8.53 times the black-body radiance, so an error of $+0.001$ in $\rho$ gives
\begin{equation}
\Delta T=115.6\ \text{K}\times\frac{1-8.53}{0.6597}\times0.001=-1.32\ \text{K}.
\end{equation}

Two limits explain the formula. If $S_l=B$, the wafer is in effect inside a black-body cavity: $S_w=B$ whatever its reflectivity, and an error in $\rho$ has no effect. If $S_l\gg B$, a small wafer signal is sought as the difference of two large ones. With the lamps unchanged and the wafer at 1000 K, the ratio $S_l/B$ is 344 and the linear estimate becomes $-34$ K per 0.001. Errors of this size are already outside the linear range: inverting the Planck law gives $-46$ K for $+0.001$ and $+28$ K for $-0.001$, and at $+0.002$ the inferred radiance is negative, so no temperature can be assigned. A cool wafer under bright lamps therefore demands a very accurate reflectivity.

\subsection*{Detector noise}

Let each sample in both channels carry independent noise of standard deviation $\sigma$. To first order,
\begin{equation}
\delta\!\left(\frac{a_w}{a_l}\right)
=\frac{\delta a_w}{a_l}-\frac{a_w\,\delta a_l}{a_l^2}
=\frac{\delta a_w-\rho\,\delta a_l}{a_l}.
\end{equation}
Since $\cos^2\Omega t$ and $\sin^2\Omega t$ each sum to $N/2$ over $N$ samples, each fitted ripple coefficient has variance $2\sigma^2/N$, apart from a small correction due to the linear term. Thus
\begin{equation}
\sigma_\rho=\frac{\sigma}{|a_l|}\sqrt{\frac{2(1+\rho^2)}{N}} .
\end{equation}
For $\sigma=0.01$ W/(m$^2$ sr nm) this is 0.00069, or 0.91 K by the amplification above. Noise in the mean of $S_w-\rho S_l$ has standard deviation $\sigma\sqrt{(1+\rho^2)/N}$. Divided by $\varepsilon B$, it adds 0.05 K in quadrature, leaving the total at 0.91 K. The scatter of 2000 simulated noisy records is also 0.91 K. A deeper ripple or a longer record helps, provided the ramp stays nearly linear and $\rho$ stays nearly constant over the window. If the silicon index drifted by $3\times10^{-4}$ per kelvin along this ramp, the mid-window temperature would be biased by about $-0.25$ K for a 1 s window, close to the noise of that window, and by about $-1$ K for 2 s.

\section{When the signal equation is wrong}

\paragraph{Unequal probe gain.} If the lamp probe reads $(1+g)S_l$, the ratio gives $\rho/(1+g)$. Their product is still $\rho S_l$, so the subtraction is unharmed. The error enters through the emissivity alone:
\begin{equation}
\hat B=\frac{\varepsilon B}{1-\rho/(1+g)} .
\end{equation}
For $g=0.01$ the temperature shifts by $-0.6$ K. This takes the wafer probe as calibrated. If instead the wafer probe reads $(1+g)S_w$, then $\hat B=(1+g)\varepsilon B/[1-(1+g)\rho]$, and $g=0.01$ shifts the temperature by $+1.7$ K. The same 1\% error in both probes leaves $\rho$ correct and costs $+1.15$ K.

\paragraph{Steady light missed by the lamp probe.} Let extra steady radiance $L_x$ reach the wafer unseen. It has no ripple, so $\rho$ is correct, but $\rho L_x$ remains after subtraction and $\hat B=B+\rho L_x/\varepsilon$. An $L_x$ of 1\% of the mean lamp radiance raises the reading by 5.0 K. This is about eight times the cost of a 1\% lamp-probe gain error and about three times that of a 1\% wafer-probe gain error, because steady and rippling light are no longer seen in the same proportion. Unseen light that ripples like the rest acts as a lamp-probe gain error and costs only 0.6 K per 1\%.

\paragraph{Wafer light returned by the chamber.} Let the chamber send back a fraction $r$ of the light leaving the wafer, while the lamp probe sees only the direct lamp radiance $L$. Then
\begin{equation}
S_w=\varepsilon B+\rho(L+rS_w)
\quad\Longrightarrow\quad
S_w=\frac{\varepsilon B+\rho L}{1-\rho r}.
\end{equation}
The ripple ratio is $\rho'=\rho/(1-\rho r)$, and subtraction leaves $\varepsilon B/(1-\rho r)$. Since
\begin{equation}
1-\rho'=\frac{1-\rho r-\rho}{1-\rho r}
=\frac{\varepsilon-\rho r}{1-\rho r},
\qquad
\hat B=\frac{\varepsilon B}{\varepsilon-\rho r},
\end{equation}
the reading is too high, by 3.0 K for $r=0.05$. If the lamp probe also sees the returned light, its signal is $S_l=L+rS_w$, the original signal equation holds, and this error disappears.

\paragraph{Ripple of the wafer temperature.} Let each face absorb a flux ripple of amplitude $F_1$. In a slab of thickness $d$, conductivity $K$ and heat capacity per volume $C$, the complex temperature amplitude obeys $K\theta''=i\Omega C\theta$. The solution symmetric about the midplane is $\theta=A\cosh qz$, with $q^2=i\Omega C/K$. Setting the inward flux at the face equal to $F_1$ gives $KAq\sinh(qd/2)=F_1$, so at the surface
\begin{equation}
\theta_s=\frac{F_1}{Kq}\coth\frac{qd}{2}.
\end{equation}
For a very thin wafer, $\coth(qd/2)\to2/(qd)$ and $\theta_s\to2F_1/(i\Omega Cd)$: the temperature lags by $90^\circ$ and the in-phase ratio ignores it to first order. The wafer here is not thin in this sense. With $d=775\ \mu$m, $K=25$ W/(m K) and $C=2.2\times10^6$ J/(m$^3$ K), the heat wave decays over $\sqrt{2K/(\Omega C)}=174\ \mu$m. A flux ripple of 2482 W/m$^2$ per face gives a surface ripple of 0.012 K lagging by $44^\circ$. Its in-phase part biases the reflectivity by
\begin{equation}
\delta\rho=\frac{\varepsilon}{|a_l|}\frac{dB}{dT}\,\mathrm{Re}\,\theta_s
=9.3\times10^{-5},
\end{equation}
with phase measured from the lamp ripple. The temperature shift is $-0.12$ K. This estimate takes the lamp light as absorbed at the surface. Absorption spread over a depth of about 50 $\mu$m would lower the surface ripple to 0.009 K and make the shift smaller.

\paragraph{Bandwidth and transparency.} A flat 20 nm passband shifts the result by 0.05 K for the wafer with 80 nm of oxide. The internal transmission of the hot silicon, which leaves out reflection at the surfaces, is negligible, about $3\times10^{-45}$. If the imaginary index were 0.001 instead of 0.01, it would be $3.5\times10^{-5}$; even if that whole fraction of the incident light were transmitted and mistaken for absorption, the cost would be only about 0.006 K, provided no lamp light came through from behind. Reflection at the surfaces makes the actual cost smaller.

\section{The model beside a real anneal}

A wafer near 1323 K (1050 $^\circ$C), heated by tungsten lamps and viewed near 950 nm, is in the regime of dopant-activation anneals. The thickness is that of a standard 300 mm wafer, and 120 Hz is the ripple of a 60 Hz supply. The optical and thermal constants are rough typical values; the lamp parameters are round model values, and their level is low for the stated ramp. The flux ripple above implies a mean absorbed flux of $2482/(4\times0.01)=6.2\times10^4$ W/m$^2$ per face, since the total radiation of the model's grey filament (real tungsten is not grey, so the link between flux and $S_l$ is a model value) varies as the fourth power of filament temperature and that temperature ripples by 1\%. Both faces together absorb $1.2\times10^5$ W/m$^2$. Heating at 100 K/s needs $Cd\times100$ K/s $=1.7\times10^5$ W/m$^2$, and emission from both faces, with the band emissivity used for all wavelengths, removes another $2.3\times10^5$. Without returned wafer light, the lamps would have to be about 3.2 times brighter. At the same filament temperature, $S_l/B$ would then be about 27, and an error of 0.001 in $\rho$ would cost about 4.6 K instead of 1.3 K. The shift caused by the ripple of the wafer temperature would grow from $-0.12$ K to about $-0.4$ K: the bias in $\rho$ stays the same, because the thermal ripple and the lamp ripple grow together, but its effect on the temperature is larger.

One assumption that a real chamber can violate is that one lamp probe represents all incident light. Lamps on different supply phases, warm chamber parts and directional reflectors can all make the steady and rippling patterns differ. In this model a 1\% unseen steady part costs 5 K, and about 15 K with the brighter lamps. For this smooth, specular model wafer under bright lamps, matching the proportion of steady to rippling light seen by the lamp probe to that in the light the wafer reflects therefore matters more than a 1\% gain error. The ranking depends on lamp level: the unseen-light error scales with $S_l/B$ while the gain errors do not, and it falls below the wafer-probe gain error for $S_l/B$ under about 3 and below the lamp-probe gain error for $S_l/B$ under about 1. The numerical output lists the model parameters and the main results.

\section*{Numbers as computed}
\begin{verbatim}
wavelength 950 nm; photon energy 1.3051 eV; x = 11.447
wafer mid temperature 1323 K; ramp 100 K/s
filament: mean 2400 K, drift 50 K/s, ripple amplitude 24 K
lamp filling factor 0.05; lamp phase 1.0 rad
ripple 120 Hz; window 0.100 s; 12 periods; 600 samples
silicon index 3.8 + 0.01i; oxide index 1.45
Radiances below in W/(m^2 sr nm)
black body at mid temperature 1.6434
mean wafer signal 5.8556; mean lamp signal 14.0211
ripple amplitude: wafer 0.30143, lamp 0.88583
bare wafer: recovered rho 0.340282, true rho 0.340281
recovered emissivity 0.659718
mean emitted radiance 1.0844; divided by emissivity 1.6438
temperature from mean radiance 1323.028 K
temperature, mean of samplewise inversion 1322.9983 K
Oxide nm | true rho | recovered emissivity | errors in K:
  full method | emissivity fixed at bare value | no subtraction
  0 | 0.3403 | 0.6597 | -0.0017 | -0.00 | 228.5
  80 | 0.2368 | 0.7632 | -0.0017 | 17.06 | 168.5
  160 | 0.0832 | 0.9168 | -0.0017 | 39.16 | 69.7
plain Fourier sum: rho error -0.00237 (formula -0.00237), T error 3.08 K
lamp/black-body radiance ratio 8.532 at 1323 K, 344.2 at 1000 K
T shift per +0.001 in rho: -1.319 K at 1323 K, -34.4 K at 1000 K (linear)
T shift per 1 percent in radiance 1.156 K
noise per sample 0.010 W/(m^2 sr nm); rho sd 0.000688
T sd: formula 0.910 K, 2000 trials 0.907 K
lamp-probe gain +1 percent: -0.590 K
unseen steady light, 1 percent of lamp: 4.996 K
returned wafer light, fraction 0.05: unseen 3.025 K, seen -0.0017 K
wafer thickness 775 um; conductivity 25 W/(m K); heat capacity 2.20e+06 J/(m^3 K)
absorbed flux ripple 2482 W/m^2 per face
surface thermal ripple 0.01212 K, lag 43.7 degrees
thermal-ripple bias: rho 0.000093 (formula 0.000093), T -0.122 K
bandwidth, 80 nm oxide: 0.0132 K for 10 nm, 0.0530 K for 20 nm
internal transmission: hot 3.0e-45; with kappa 0.001: 3.5e-05
T shift if that last fraction were missed: -0.0062 K
\end{verbatim}
